# The Aharonov–Bohm Ring with Three-Arm Splitters

## Problem

A ring with one transverse channel is connected to a left and a right lead, each with one channel. Electrons of fixed energy move through it coherently, and both spins behave alike. The upper arm has length $L_1$ and the lower arm $L_2$, so a wave of wave number $k$ gains the phases $\varphi_1=kL_1$ and $\varphi_2=kL_2$ in them. A magnetic flux $\Phi$ threads the hole, while the arms themselves are free of field. Let
$$\theta=2\pi\frac{\Phi}{h/e}.$$

Each node is described by the Büttiker–Imry–Azbel splitter, which is real, symmetric and indifferent to an exchange of the two arms. With the channels ordered as lead, upper arm, lower arm,
$$S=\begin{pmatrix} r&\sqrt\varepsilon&\sqrt\varepsilon\\ \sqrt\varepsilon&a&b\\ \sqrt\varepsilon&b&a\end{pmatrix}.$$
The coupling parameter $\varepsilon$ is the probability that an electron arriving from the lead enters one given arm.

1. Find the range of $\varepsilon$ allowed by current conservation, and determine $r$, $a$ and $b$.
2. Find the transmission probability $T$ of the ring.
3. Determine the period of $T$ in the flux, and decide whether a shorter period can occur.
4. Examine equal arms and weak coupling.
5. Evaluate the conductance for $L_1=1495$ nm, $L_2=1505$ nm, $k=0.125\ \mathrm{nm}^{-1}$, with $\varepsilon=0.5$ and $\varepsilon=0.1$.

## Solution

### 1. The splitter

Amplitudes are normalized to unit current, so current conservation means that $S$ is unitary. The first column must have unit norm:
$$|r|^2+2\varepsilon=1 .$$
Since $|r|^2\ge0$, it follows that
$$0\le\varepsilon\le\tfrac12 .$$
The argument uses only the equal division between the arms, so it also holds if the entries are complex. An electron cannot enter the two arms with a total probability above one.

For the real matrix and $\varepsilon>0$, the remaining conditions are
$$\varepsilon+a^2+b^2=1,\qquad r+a+b=0,\qquad \varepsilon+2ab=0 .$$
They express the norm of the second column, the orthogonality of the first two columns (after division by $\sqrt\varepsilon$), and the orthogonality of the last two. Adding or subtracting $2ab=-\varepsilon$ gives
$$(a+b)^2=1-2\varepsilon,\qquad (a-b)^2=(1-\varepsilon)+\varepsilon=1 .$$
There are four choices of sign. I take $a+b=+c$ and $b-a=+1$, where $c=\sqrt{1-2\varepsilon}$. Then
$$r=-c,\qquad a=\frac{c-1}{2},\qquad b=\frac{c+1}{2}.$$
As $\varepsilon\to0$ this gives $a\to0$ and $b\to1$: a wave in the ring passes the node unchanged, and the ring closes on itself. At $\varepsilon=1/2$ the lead sees no reflection, but $a=-1/2$, so a wave coming from an arm is still partly reflected.

The choice of signs is partly a physical one. Reversing $r$, $a$ and $b$ together leaves $T$ unchanged, because the arm block of $S$ enters the equations of part 2 twice. Replacing $c$ by $-c$ gives a different splitter with the same $\varepsilon$: it exchanges $a^2$ and $b^2$, and as $\varepsilon\to0$ it reflects the arm waves completely and cuts the ring. All results below refer to the branch chosen here.

A simple node condition produces this matrix. Let the two arm waves share the value $\psi$ at the node, let the lead wave have the value $g\psi$ with real $g$, and set $\mathbf v=(g,1,1)^T$. If $\mathbf i$ and $\mathbf o$ are the incoming and outgoing amplitudes, the values obey $\mathbf i+\mathbf o=\mathbf v\psi$. The derivatives pointing away from the node are $ik(\mathbf o-\mathbf i)$, and current is conserved if $\mathbf v\cdot(\mathbf o-\mathbf i)=0$. Multiplying the first relation by $\mathbf v$ and using the second gives $2\,\mathbf v\cdot\mathbf i=|\mathbf v|^2\psi$, hence
$$\mathbf o=\left(-1+\frac{2\mathbf v\mathbf v^T}{|\mathbf v|^2}\right)\mathbf i .$$
Here $|\mathbf v|^2=2+g^2$, so $b=2/(2+g^2)$, $a=b-1$ and $\sqrt\varepsilon=2g/(2+g^2)$. Comparison with $b=(1+c)/2$ gives $g^2=2(1-c)/(1+c)\le2$; values $g^2>2$ produce the other branch, $c\to-c$. The bound is visible again:
$$\frac12-\varepsilon=\frac{(2+g^2)^2-8g^2}{2(2+g^2)^2}=\frac{(2-g^2)^2}{2(2+g^2)^2}\ge0 .$$
An ordinary continuous junction has $g=1$ and therefore $\varepsilon=4/9$.

### 2. Transmission of the ring

**Equations.** The flux phase is divided equally between the arms. A wave travelling to the right gains $+\theta/2$ in the upper arm and $-\theta/2$ in the lower one; for travel to the left both signs reverse. A full circuit collects $\pm\theta$, as it must. The propagation matrices are
$$P=\mathrm{diag}\big(e^{i(\varphi_1+\theta/2)},e^{i(\varphi_2-\theta/2)}\big),\qquad P'=\mathrm{diag}\big(e^{i(\varphi_1-\theta/2)},e^{i(\varphi_2+\theta/2)}\big).$$

Let $\mathbf e=(1,1)^T$ and $M=\begin{pmatrix}a&b\\b&a\end{pmatrix}$. A unit wave arrives from the left lead and nothing from the right lead. The arm waves $\mathbf u$ leaving the left node reach the right node as $\mathbf w=P\mathbf u$. They are scattered back as $M\mathbf w$ and return to the left node as $P'M\mathbf w$. Therefore
$$\mathbf u=\sqrt\varepsilon\,\mathbf e+MP'M\mathbf w,\qquad t=\sqrt\varepsilon\,\mathbf e^T\mathbf w .$$
With $\mathbf u=P^{-1}\mathbf w$ this becomes
$$K\mathbf w=\sqrt\varepsilon\,\mathbf e,\qquad K=P^{-1}-MP'M .$$

**Even and odd waves.** The vectors $(1,1)/\sqrt2$ and $(1,-1)/\sqrt2$ are eigenvectors of $M$ with eigenvalues $a+b=c$ and $a-b=-1$. Since $\mathbf e$ is $\sqrt2$ times the even vector,
$$t=2\varepsilon\,(K^{-1})_{++},$$
where $+$ denotes the even component. Define
$$\chi=\frac{\varphi_1+\varphi_2}2,\quad \delta=\frac{\varphi_1-\varphi_2}2,\quad \alpha=\delta+\frac\theta2,\quad \beta=\delta-\frac\theta2 .$$
Then $P=\mathrm{diag}(e^{i(\chi+\alpha)},e^{i(\chi-\alpha)})$ and $P'=\mathrm{diag}(e^{i(\chi+\beta)},e^{i(\chi-\beta)})$. In the even–odd basis, $\mathrm{diag}(d_1,d_2)$ has diagonal entries $(d_1+d_2)/2$ and off-diagonal entries $(d_1-d_2)/2$. Thus
$$P^{-1}\to e^{-i\chi}\begin{pmatrix}\cos\alpha&-i\sin\alpha\\-i\sin\alpha&\cos\alpha\end{pmatrix},\qquad
MP'M\to e^{i\chi}\begin{pmatrix}c^2\cos\beta&-ic\sin\beta\\-ic\sin\beta&\cos\beta\end{pmatrix}.$$
Consequently $K=\begin{pmatrix}A&F\\F&B\end{pmatrix}$ with
$$A=e^{-i\chi}\cos\alpha-c^2e^{i\chi}\cos\beta,\qquad B=e^{-i\chi}\cos\alpha-e^{i\chi}\cos\beta,$$
$$F=-i\,(e^{-i\chi}\sin\alpha-c\,e^{i\chi}\sin\beta),$$
and $t=2\varepsilon B/D$, where $D=AB-F^2$.

**Denominator.** The two products are
$$AB=e^{-2i\chi}\cos^2\alpha-(1+c^2)\cos\alpha\cos\beta+c^2e^{2i\chi}\cos^2\beta,$$
$$-F^2=e^{-2i\chi}\sin^2\alpha-2c\sin\alpha\sin\beta+c^2e^{2i\chi}\sin^2\beta .$$
The squares combine to one. Because $\alpha-\beta=\theta$ and $\alpha+\beta=2\delta$,
$$\cos\alpha\cos\beta=\tfrac12(\cos\theta+\cos2\delta),\qquad \sin\alpha\sin\beta=\tfrac12(\cos\theta-\cos2\delta).$$
The coefficient of $\cos\theta$ is $-\frac12(1+c)^2=-2b^2$, and that of $\cos2\delta$ is $-\frac12(1-c)^2=-2a^2$. With $\Sigma=\varphi_1+\varphi_2=2\chi$ and $\Delta=\varphi_1-\varphi_2=2\delta$,
$$D=e^{-i\Sigma}+c^2e^{i\Sigma}-2b^2\cos\theta-2a^2\cos\Delta .$$

**Numerator.** Separating $e^{\mp i\chi}$ into cosine and sine gives
$$B=\cos\chi(\cos\alpha-\cos\beta)-i\sin\chi(\cos\alpha+\cos\beta)$$
$$=-2\cos\chi\sin\delta\,\sin\tfrac\theta2-2i\sin\chi\cos\delta\,\cos\tfrac\theta2 .$$
Write $s_1=\sin\varphi_1$ and $s_2=\sin\varphi_2$. Since $\varphi_{1,2}=\chi\pm\delta$, we have $2\cos\chi\sin\delta=s_1-s_2$ and $2\sin\chi\cos\delta=s_1+s_2$. Collecting the terms in $s_1$ and $s_2$,
$$B=-i\left(s_1e^{-i\theta/2}+s_2e^{i\theta/2}\right),\qquad
t=-\frac{2i\varepsilon\,(s_1e^{-i\theta/2}+s_2e^{i\theta/2})}{D}.$$

**Probability.** The squared modulus of the numerator is $4\varepsilon^2(s_1^2+s_2^2+2s_1s_2\cos\theta)$. From $1+c^2=2(1-\varepsilon)$ and $1-c^2=2\varepsilon$,
$$\mathrm{Re}\,D=2\left[(1-\varepsilon)\cos\Sigma-a^2\cos\Delta-b^2\cos\theta\right],\qquad \mathrm{Im}\,D=-2\varepsilon\sin\Sigma .$$
The factors of four cancel, and
$$\boxed{T=\frac{\varepsilon^2\,(s_1^2+s_2^2+2s_1s_2\cos\theta)}{\left[(1-\varepsilon)\cos\Sigma-a^2\cos\Delta-b^2\cos\theta\right]^2+\varepsilon^2\sin^2\Sigma}}$$
for $0<\varepsilon\le1/2$. All repeated circuits of the ring are included, because the equations for $\mathbf w$ were solved without truncation.

**Where the formula is undefined.** The denominator vanishes only if $\sin\Sigma=0$ and the bracket is zero. Let $\cos\Sigma=\sigma=\pm1$. Since $a^2+b^2=1-\varepsilon$ and both squares are positive, the bracket vanishes only for $\cos\Delta=\cos\theta=\sigma$. Then $2\varphi_1=\Sigma+\Delta$ and $2\varphi_2=\Sigma-\Delta$ are multiples of $2\pi$, so $s_1=s_2=0$ and the formula reads $0/0$.

The original equations still decide the matter. At such a point $P=p\,\mathbb 1$ and $P'=p^{-1}\mathbb 1$ with $|p|=1$, so $K=p^{-1}(1-M^2)$, whose even and odd eigenvalues are $2\varepsilon/p$ and $0$. The even part gives $t=p$ and $T=1$. The odd part is an undetermined ring state that does not couple to the leads. If instead the arm phases are held at these multiples of $\pi$ and the flux is moved slightly away, $T=0$. If the flux is held fixed and both arm phases are shifted by a small $\eta$, the numerator and the term $\varepsilon^2\sin^2\Sigma$ both equal $4\varepsilon^2\eta^2$ to leading order, while the bracket is of order $\eta^2$, so $T\to1$. The limit therefore depends on the direction of approach.

### 3. The flux period

The flux enters $T$ through $\cos\theta$ alone. Hence
$$T(\Phi+h/e)=T(\Phi),\qquad T(-\Phi)=T(\Phi).$$
The isolated points with $T=1$ also repeat when $\theta$ increases by $2\pi$, so they respect the period.

To see whether $h/e$ is the smallest period, suppose first that $\varphi_1$ and $\varphi_2$ are not both multiples of $\pi$. With $x=\cos\theta$,
$$T=\varepsilon^2\frac{n_0+n_1x}{(C-b^2x)^2+E^2},$$
$$n_0=s_1^2+s_2^2>0,\quad n_1=2s_1s_2,\quad C=(1-\varepsilon)\cos\Sigma-a^2\cos\Delta,\quad E=\varepsilon\sin\Sigma .$$
Setting $T$ equal to a given value yields a nontrivial polynomial equation in $x$ of degree at most two, so no value occurs for more than two values of $x$. In particular $T$ is not constant. An even function of $\theta$ with period $2\pi/n$ takes a typical value at no fewer than $n$ points between $0$ and $\pi$, and these points all have different cosines. Thus $n\le2$, and the only possible shorter period is $h/2e$.

That period requires $T(x)=T(-x)$, because $\theta\to\theta+\pi$ reverses $x$. Cross-multiplication leaves
$$n_1x\,(C^2+b^4x^2+E^2)+2n_0Cb^2x=0 .$$
The cubic term demands $n_1=0$, and the linear term then demands $C=0$. So one arm phase is a multiple of $\pi$, say $\varphi_1=m\pi$. In that case $\cos\Sigma=\cos\Delta=(-1)^m\cos\varphi_2$, and
$$C=(1-\varepsilon-a^2)(-1)^m\cos\varphi_2=b^2(-1)^m\cos\varphi_2 .$$
This vanishes when $\varphi_2$ is an odd multiple of $\pi/2$. Then $n_0=1$, $E^2=\varepsilon^2$, and
$$T=\frac{\varepsilon^2}{\varepsilon^2+b^4\cos^2\theta},$$
which has period $h/2e$. The same holds with the arms exchanged. If both arm phases are multiples of $\pi$, $T=0$ except at the isolated points found above. For all other arm phases the smallest period is $h/e$.

### 4. Two limiting cases

**Equal arms.** For $\varphi_1=\varphi_2=\varphi$ the interference factor is $2\sin^2\varphi\,(1+\cos\theta)$. At half a flux quantum it vanishes, while the denominator does not, since $\cos\Delta=1$ differs from $\cos\theta=-1$. The transmission is then zero for every wave number and every allowed $\varepsilon>0$. Unequal arms generally lift this zero.

**Weak coupling.** In the closed ring a wave must reproduce itself after one circuit, so its levels satisfy $\Sigma=\pm\theta$ modulo $2\pi$, or $\cos\Sigma=\cos\theta$. At such a level the interference factor simplifies by
$$\sin^2\Sigma=(s_1\cos\varphi_2+s_2\cos\varphi_1)^2=s_1^2+s_2^2+2s_1s_2\cos\Sigma,$$
where $\cos^2\varphi_j=1-s_j^2$ was used. The bracket becomes $a^2(\cos\Sigma-\cos\Delta)=-2a^2s_1s_2$. For $\sin\theta\ne0$,
$$T_{\rm level}=\left[1+\frac{4a^4s_1^2s_2^2}{\varepsilon^2\sin^2\theta}\right]^{-1}.$$
For small $\varepsilon$, $a\approx-\varepsilon/2$, so the correction is of order $\varepsilon^2/\sin^2\theta$ and $T\to1$ at fixed $\theta$. The approximations of this paragraph need $|\sin\theta|\gg\varepsilon$. If $\Sigma$ is displaced from the level by a small $\eta$, the bracket is $-\eta\sin\Sigma$ to leading order, and
$$T\approx\frac{\varepsilon^2}{\varepsilon^2+\eta^2}.$$
Under this condition weak coupling narrows the resonance without lowering its peak. For $\varepsilon=0.001$ and $\theta=1$, levels obtained by diagonalizing a closed lattice ring gave $T\ge0.9999998$.

The condition $\sin\theta\ne0$ matters. At $\theta=0$ the levels of the two directions of circulation coincide, and $\Sigma=0$ modulo $2\pi$ implies $s_2=-s_1$. The interference factor $(s_1+s_2)^2$ is then zero, and $T=0$ if $s_1\ne0$. At $\theta=\pi$ the level condition gives $s_2=s_1$, and the factor $(s_1-s_2)^2$ vanishes likewise. At these two fluxes the peak is lowered: for weak coupling and fixed $\delta$, the largest $T$ near the level is about $\cos^2\delta$ at $\theta=0$ and $\sin^2\delta$ at $\theta=\pi$.

### 5. Numerical example

The lengths and wave number are round model parameters. The phases are $\varphi_1=186.875$ and $\varphi_2=188.125$ rad, so
$$s_1=-0.99876,\quad s_2=-0.36214,\quad \cos\Sigma=-0.40805,\quad \sin\Sigma=-0.91296,\quad \cos\Delta=0.31532 .$$

**Strong coupling, $\varepsilon=0.5$.** Here $a^2=b^2=0.25$. At zero flux the numerator is $0.25\,(s_1+s_2)^2=0.4630$. The bracket is
$$0.5(-0.40805)-0.25(0.31532)-0.25=-0.5329,$$
and the denominator is $0.2839+0.2084=0.4923$. Thus $T=0.940$. At half a flux quantum the numerator falls to $0.1013$, the bracket is $-0.0329$, and the denominator is $0.2095$, so $T=0.484$.

The zero-temperature conductance, with a factor two for spin, is $G=(2e^2/h)T$, where $2e^2/h=77.48\ \mu\mathrm S$. It changes from $72.9\ \mu\mathrm S$ at zero flux to $37.5\ \mu\mathrm S$ at half a flux quantum. The transmission is not monotonic in between: at a quarter quantum it is $0.978$. After one full quantum it returns to $0.940$.

**Weaker coupling, $\varepsilon=0.1$.** The same two fluxes give $T=0.0115$ and $0.0141$, or $0.89$ and $1.09\ \mu\mathrm S$. These small values do not mean that the ring is nearly closed at all fluxes. The level condition $\cos\theta=-0.408$ is met at about $0.317$ and $0.683$ flux quanta, where the formula for $T_{\rm level}$ gives about $0.9995$. Zero flux, a quarter quantum ($T=0.078$) and half a quantum all miss these peaks, which is why the flux average, $0.111$, exceeds all three values.

The coefficients of $\cos\theta$ and $\cos2\theta$ in $T$ are $-0.074$ and $-0.123$, so the $h/2e$ component is the larger. For two very narrow peaks at $\pm\theta_0$, with $\cos\theta_0=-0.408$, the factor $\cos n\theta$ can be evaluated at the peaks, so the coefficient of $\cos n\theta$ is twice the flux average times $\cos n\theta_0$. This gives $-0.090$ and $-0.148$, which reproduces the signs and the larger second harmonic. The computed coefficients are smaller in magnitude by 18 and 16 percent of these estimates. Their ratio, $1.67$, lies close to $\cos2\theta_0/\cos\theta_0=1.63$ only because the two reductions happen to be similar in this example. The period nevertheless remains $h/e$, since the first coefficient is not zero. A strong second harmonic and a halved period are different things.

**Field scale.** For a thin circular ring of circumference $3000$ nm the area is $(3000\ \mathrm{nm})^2/4\pi=0.7162\ \mu\mathrm m^2$. One period corresponds to
$$\Delta B=\frac{h/e}{\text{area}}=\frac{4.1357\times10^{-15}\ \mathrm{Wb}}{0.7162\times10^{-12}\ \mathrm m^2}=5.77\ \mathrm{mT}.$$
This assumes that the flux through the hole is the only effect of the field. A field inside arms of finite width also alters the orbits there and encloses different fluxes along different paths, so strict periodicity in $B$ is then no longer guaranteed. Loss of phase coherence likewise lies outside the model.

As an independent check, the wave equation was solved on a lattice ring with the node condition of part 1, without using the splitter matrix. Its transmission agrees with the boxed formula to rounding error, as the numerical output shows.

## Calculated quantities

```
arm lengths L1, L2 = 1495, 1505 nm
wave number k = 0.125 1/nm
arm phases kL1, kL2 = 186.875, 188.125 rad
sin(kL1), sin(kL2) = -0.99876, -0.36214 (no unit)
cos(kL1+kL2) = -0.40805 (no unit)
sin(kL1+kL2) = -0.91296 (no unit)
cos(kL1-kL2) = 0.31532 (no unit)
ring area = 0.71620 um^2
flux quantum h/e = 4.135668e-15 Wb
field period = 5.7745 mT
conductance unit 2e^2/h = 77.4809 uS
eps = 0.5: c, a, b = 0.00000, -0.50000, 0.50000 (no unit)
eps = 0.5, flux = 0.000 h/e: T = 0.94049 (no unit)
eps = 0.5, flux = 0.125 h/e: T = 0.97714 (no unit)
eps = 0.5, flux = 0.250 h/e: T = 0.97845 (no unit)
eps = 0.5, flux = 0.375 h/e: T = 0.70252 (no unit)
eps = 0.5, flux = 0.500 h/e: T = 0.48375 (no unit)
eps = 0.5, flux = 1.000 h/e: T = 0.94049 (no unit)
eps = 0.5, flux = 0.0 h/e: G = 72.870 uS
eps = 0.5, flux = 0.5 h/e: G = 37.482 uS
eps = 0.5: flux average of T = 0.84257 (no unit)
eps = 0.5: coefficients of cos(theta), cos(2 theta) = 0.21124, -0.13337 (no unit)
eps = 0.1: c, a, b = 0.89443, -0.05279, 0.94721 (no unit)
eps = 0.1, flux = 0.000 h/e: T = 0.01151 (no unit)
eps = 0.1, flux = 0.125 h/e: T = 0.01618 (no unit)
eps = 0.1, flux = 0.250 h/e: T = 0.07846 (no unit)
eps = 0.1, flux = 0.375 h/e: T = 0.07788 (no unit)
eps = 0.1, flux = 0.500 h/e: T = 0.01406 (no unit)
eps = 0.1, flux = 1.000 h/e: T = 0.01151 (no unit)
eps = 0.1, flux = 0.0 h/e: G = 0.892 uS
eps = 0.1, flux = 0.5 h/e: G = 1.089 uS
eps = 0.1: flux average of T = 0.11075 (no unit)
eps = 0.1: coefficients of cos(theta), cos(2 theta) = -0.07379, -0.12349 (no unit)
smallest unitarity defect at eps = 0.30: 2.0e-16 (no unit)
smallest unitarity defect at eps = 0.49: 2.5e-17 (no unit)
smallest unitarity defect at eps = 0.51: 2.8e-02 (no unit)
smallest unitarity defect at eps = 0.70: 5.7e-01 (no unit)
largest lattice-formula difference in T = 7.3e-15 (no unit)
weak coupling eps = 0.001: lowest T at ring levels = 0.9999998 (no unit)
weak coupling: highest T at shifted k = 2.0e-06 (no unit)
```
